# Spin-One and Fourfold Nodes in Space Group 198 Without Spin-Orbit Coupling, part 1

(Sections cited here and not found follow in the second part.)

## 1. Symmetry, linear Hamiltonians and charges

Suppose that a band crossing at the zone centre of a time-reversal-symmetric crystal is taken for an ordinary Weyl point, with one unit of Berry flux. Let the gap be open elsewhere on the plane $k_x=0$. The Chern numbers of the planes just to the right and just to the left of the crossing must then differ by one. Time reversal, however, makes them opposite, so they would have to be $+\tfrac12$ and $-\tfrac12$, whereas a Chern number is an integer. As long as the gap is open elsewhere on the plane, the count fails because the crossing has been given the wrong charge. A unit charge at the zone centre is possible only when that condition is broken, as it is with spin-orbit coupling and an odd number of bands below the gap, where Kramers degeneracy closes the same gap at the other time-reversal-invariant points of the plane. In space group 198 without spin-orbit coupling, symmetry provides a threefold crossing at $\Gamma$ and a fourfold crossing at $R$, and each has a charge of magnitude two. Symmetry does not by itself make the two charges opposite. That depends on what else happens in the same gap, and the second half gives a case of each kind.

### Operations and conventions

Lengths are in units of the cubic lattice constant $a$ and wave vectors in units of $1/a$, so $R=(\pi,\pi,\pi)$. One spin component is treated, and time reversal $\mathcal T$ satisfies $\mathcal T^2=+1$. The group is generated by lattice translations and

$$
\begin{aligned}
S_x&:(x,y,z)\to(x+\tfrac12,\,-y+\tfrac12,\,-z),\\
S_y&:(x,y,z)\to(-x,\,y+\tfrac12,\,-z+\tfrac12),\\
S_z&:(x,y,z)\to(-x+\tfrac12,\,-y,\,z+\tfrac12),\\
C_3&:(x,y,z)\to(z,x,y).
\end{aligned}\tag{1}
$$

An operation $g$ with rotation part $W$ and shift $w$ acts on functions by $(g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r)$. A translation by $\mathbf t$ therefore multiplies a Bloch function by $e^{-i\mathbf k\cdot\mathbf t}$.

Near a degenerate level at $\mathbf K$, write $\mathbf k=\mathbf K+\mathbf q$. To first order,

$$
e^{-i\mathbf q\cdot\mathbf r}He^{i\mathbf q\cdot\mathbf r}=H+\mathbf q\cdot\mathbf V,\qquad \mathbf V=i[H,\mathbf r].\tag{2}
$$

Degenerate perturbation theory requires the matrices $M_i$ of $V_i$ within the level. From $g\,\mathbf r\,g^{-1}=W^{-1}(\mathbf r-w)$ and $gHg^{-1}=H$ it follows that $g(\mathbf q\cdot\mathbf V)g^{-1}=(W\mathbf q)\cdot\mathbf V$. Time reversal changes the sign of the $i$ in $\mathbf V$. If $D(g)$ represents $g$ in the level, the linear Hamiltonian must obey

$$
D(g)\,(\mathbf q\cdot\mathbf M)\,D(g)^\dagger=(W\mathbf q)\cdot\mathbf M,\qquad
\mathcal T\,M_i\,\mathcal T^{-1}=-M_i .\tag{3}
$$

The second condition applies at $\Gamma$ and at $R$ because $-\mathbf K$ and $\mathbf K$ differ there by a reciprocal lattice vector, so $\mathcal T$ maps the level to itself.

### The triplet at $\Gamma$

At $\Gamma$ all translations act as unity, and the operations reduce to the twelve rotations of point group 23. This group has three one-dimensional irreducible representations and one of dimension three, as $1+1+1+3^2=12$ requires. The three-dimensional one is the vector representation, $D(g)=W$, in a basis $|x\rangle,|y\rangle,|z\rangle$.

The matrices $W$ are real. The operator $\mathcal T$ commutes with the group, so $\mathcal T$ followed by complex conjugation in this basis is a unitary matrix that commutes with every $W$. By Schur's lemma it is a phase, and a common phase change of the basis removes it. Hence $\mathcal T$ is plain complex conjugation in a suitable vector basis.

Consider $M_x$. The rotation in $S_x$ leaves $q_x$ unchanged and the one in $S_y$ reverses it. The basis states have signs $(+,-,-)$ under $S_x$ and $(-,+,-)$ under $S_y$. By (3), an element of $M_x$ between two states survives only if the product of their signs is $+1$ under $S_x$ and $-1$ under $S_y$.

- Diagonal elements have product $+1$ under $S_y$ and vanish.
- The $xy$ and $xz$ elements have product $-1$ under $S_x$ and vanish.
- The $yz$ element has products $+1$ and $-1$ and survives.

Let $(M_x)_{yz}=\alpha$, so that $(M_x)_{zy}=\alpha^*$. The rotation $C_3$ takes $x\to y\to z\to x$ and gives $(M_y)_{zx}=(M_z)_{xy}=\alpha$. The rotations thus allow two real constants, the real and imaginary parts of $\alpha$. Time reversal demands $M_i^*=-M_i$, so $\alpha$ is imaginary. Writing $\alpha=-iv_\Gamma$ gives

$$
H_\Gamma(\mathbf k)=E_\Gamma+v_\Gamma\,\mathbf k\cdot\mathbf L,\qquad (L_i)_{jl}=-i\epsilon_{ijl}.\tag{4}
$$

The $L_i$ are the spin-one matrices in the Cartesian basis, and the energies are $E_\Gamma+v_\Gamma k\,m$ with $m=-1,0,1$. In a crystal that breaks time reversal, the real part of $\alpha$ returns and (4) is no longer the general form.

### Why levels at $R$ are at least fourfold

At $R$ a translation $\mathbf t$ gives the sign $(-1)^{t_x+t_y+t_z}$. Applying $S_x$ twice produces $(x+1,y,z)$, so

$$
S_x^2=-1,\tag{5}
$$

and likewise for $S_y$ and $S_z$. For the products, the operation on the right acts first:

$$
\begin{aligned}
S_xS_y&:(x,y,z)\to(-x+\tfrac12,\,-y,\,z-\tfrac12),\\
S_yS_x&:(x,y,z)\to(-x-\tfrac12,\,-y+1,\,z+\tfrac12).
\end{aligned}\tag{6}
$$

The first is $S_z$ followed by the translation $(0,0,-1)$, with sign $-1$. The second is $S_z$ followed by $(-1,1,0)$, with sign $+1$. Therefore

$$
S_xS_y=-S_z,\qquad S_yS_x=S_z .\tag{7}
$$

The screw operations anticommute. The matrices $i\sigma_j$ satisfy (5) and (7), because $(i\sigma_x)(i\sigma_y)=-i\sigma_z$. Conversely, $S_x$ has eigenvalues $\pm i$, and $S_y$ exchanges its two eigenspaces. The states of any level at $R$ can therefore be grouped into pairs on which the screws act as $i\sigma_j$. With $n$ pairs,

$$
S_j=1_n\otimes i\sigma_j .\tag{8}
$$

The first factor labels the pairs and the second acts inside a pair.

Direct substitution in (1) shows that $C_3S_xC_3^{-1}=S_y$, and cyclically, without an extra translation. The matrix

$$
U=e^{-i\pi(\sigma_x+\sigma_y+\sigma_z)/(3\sqrt3)}=\tfrac12\left[1-i(\sigma_x+\sigma_y+\sigma_z)\right]\tag{9}
$$

is a rotation by $2\pi/3$ about $[111]$ and does the same to the $\sigma_j$. Hence $(1\otimes U^\dagger)C_3$ commutes with every $1\otimes\sigma_j$ and acts on the pair label alone. Since $U^3=-1$ and $C_3^3=1$, one may write

$$
C_3=-X\otimes U,\qquad X^3=1 .\tag{10}
$$

The eigenvalues of $X$ are $1,\omega,\omega^*$ with $\omega=e^{2\pi i/3}$. They define three doublets, $E$, $E_\omega$ and $E_{\omega^*}$, which are the irreducible representations at $R$ before time reversal is used.

Time reversal commutes with the $S_j$. Because $\sigma_y\sigma_j^*\sigma_y=-\sigma_j$, the antiunitary operator $\sigma_yK$, where $K$ is complex conjugation, commutes with each $i\sigma_j$. The most general time reversal is then

$$
\mathcal T=(Y\otimes\sigma_y)K,\qquad \mathcal T^2=YY^*\otimes\sigma_y\sigma_y^*=-YY^*\otimes1 .\tag{11}
$$

The requirement $\mathcal T^2=+1$ gives $YY^*=-1$. Since $Y$ is unitary, this means $Y^T=-Y$. An antisymmetric matrix of odd dimension has zero determinant and cannot be unitary, so $n$ is even. Every level at $R$ is at least fourfold degenerate.

The possible partners follow from $\mathcal TC_3=C_3\mathcal T$. Because $\sigma_yU^*\sigma_y=U$, this condition reads $YX^*=XY$. If $X\phi=\lambda\phi$, then

$$
X(Y\phi^*)=YX^*\phi^*=\lambda^*\,Y\phi^* .\tag{12}
$$

The vector $Y\phi^*$ is orthogonal to $\phi$, since $\phi^\dagger Y\phi^*=0$ for antisymmetric $Y$. Thus $E$ is joined by a second $E$, and $E_\omega$ by $E_{\omega^*}$. This agrees with the reality indicators of the three doublets, the averages of $\operatorname{tr}D(g)^2$ over the 24 matrices generated by the screws and $C_3$, which are $-1$, $0$ and $0$. In the basis $\phi,\,Y\phi^*$ the matrix $Y$ becomes $-i\tau_y$, where the $\tau$ matrices act on the pair label.

### The linear Hamiltonian at $R$

For $n=2$, expand each $M_i$ in products of $2\times2$ matrices and $1,\sigma_x,\sigma_y,\sigma_z$. By (3) and (8), $M_x$ commutes with $\sigma_x$ and anticommutes with $\sigma_y$ and $\sigma_z$. Of the four matrices in the second factor, $\sigma_x$ alone does this. Applying the same argument to the other components gives

$$
M_j=A_j\otimes\sigma_j,\qquad A_y=XA_xX^\dagger,\qquad A_z=XA_yX^\dagger .\tag{13}
$$

The last two relations come from $C_3$. One more application returns to $A_x$ because $X^3=1$. Hence $A_x$ is an arbitrary Hermitian $2\times2$ matrix with four real constants. For the pair $E_\omega+E_{\omega^*}$ these include terms that couple the two doublets with direction-dependent phases.

Time reversal removes all but one constant. From (11) and $\sigma_y\sigma_x^*\sigma_y=-\sigma_x$,

$$
\mathcal TM_x\mathcal T^{-1}=-(\tau_yA_x^*\tau_y)\otimes\sigma_x .\tag{14}
$$

By (3) this must equal $-A_x\otimes\sigma_x$, so $\tau_yA_x^*\tau_y=A_x$. Write $A_x=a_0+\mathbf a\cdot\boldsymbol\tau$ with real coefficients. The left side is $a_0-\mathbf a\cdot\boldsymbol\tau$, hence $\mathbf a=0$. With $a_0=v_R$, (13) gives $A_y=A_z=v_R$ as well, and

$$
H_R(\mathbf q)=E_R+v_R\,1\otimes\mathbf q\cdot\boldsymbol\sigma .\tag{15}
$$

This holds for both kinds of pair. The fourfold node consists, to first order, of two Weyl nodes of the same handedness with one common velocity. A numerical count of the independent solutions of (3) gives two constants without and one with time reversal at $\Gamma$, and four and one at $R$ for either pair.

### Charges of the two nodes

Let $\mathbf A=i\langle u|\nabla_{\mathbf k}u\rangle$. The charge of a node in a given gap is the outward Berry flux of all bands below the gap through a small sphere around the node, divided by $2\pi$.

Take a state with spin projection $m$ along $\hat{\mathbf k}=(\theta,\varphi)$, for any spin operator $\mathbf J$:

$$
|u\rangle=e^{-i\varphi J_z}e^{-i\theta J_y}|m\rangle .\tag{16}
$$

Its connection has the components

$$
A_\theta=\langle m|J_y|m\rangle=0,\qquad
A_\varphi=\langle m|J_z\cos\theta-J_x\sin\theta|m\rangle=m\cos\theta .\tag{17}
$$

The curvature is $\partial_\theta A_\varphi=-m\sin\theta$. The phase choice in (16) is singular at the poles, but the curvature is not, and

$$
\frac1{2\pi}\int_0^{2\pi}\!d\varphi\int_0^\pi\!d\theta\,(-m\sin\theta)=-2m .\tag{18}
$$

For $v_\Gamma>0$ the lowest triplet band has $m=-1$, and the charges from the bottom up are $2,0,-2$. For $v_\Gamma<0$ the order is reversed. Both gaps inside the triplet therefore have the same charge. At $R$ the lower pair has two states with $m=-\tfrac12$ if $v_R>0$, each contributing one unit. In summary,

$$
Q_\Gamma=2\,\mathrm{sgn}\,v_\Gamma,\qquad Q_R=2\,\mathrm{sgn}\,v_R .\tag{19}
$$

Terms of higher order in $q$ cannot change these integers on a small enough sphere, because there they are too weak to close the gap left by the linear terms. Equation (19) fails if a velocity vanishes.

At $R$ the charge belongs to the pair and cannot be divided between its two bands. To see this, take $\Theta=\mathcal TS_x$, which sends $(k_x,k_y,k_z)$ to $(-k_x,k_y,k_z)$. On the face $k_x=\pi$ this is an equivalent wave vector, and

$$
\Theta^2=\mathcal T^2S_x^2=e^{-ik_x}=-1 .\tag{20}
$$

An antiunitary operator with square $-1$ makes every band on the face twofold degenerate, by the argument that gives Kramers pairs. A sphere around $R$ cuts this face, so the two lower bands touch on the sphere and have no separate flux.

## 2. A four-site model, compensation and its limits

The symbols carried over are these. Lengths are in units of $a$ and wave vectors in units of $1/a$. The operations $S_x,S_y,S_z,C_3$ are those of (1). Time reversal $\mathcal T$ squares to $+1$. A triplet at $\Gamma$ has $H=E_\Gamma+v_\Gamma\mathbf k\cdot\mathbf L$ with $(L_i)_{jl}=-i\epsilon_{ijl}$. A fourfold level at $R$ has $H=E_R+v_R\,1\otimes\mathbf q\cdot\boldsymbol\sigma$, where $\mathbf q=\mathbf k-R$. Their charges are $Q_\Gamma=2\,\mathrm{sgn}\,v_\Gamma$ and $Q_R=2\,\mathrm{sgn}\,v_R$. Symmetry leaves the two velocities independent, and a model is needed to relate them.

### Bonds and Hamiltonian

Place one $s$ orbital on each site of the orbit of $(u,u,u)$:

$$
\begin{aligned}
\mathbf r_1&=(u,u,u), & \mathbf r_2&=(\tfrac12+u,\tfrac12-u,-u),\\
\mathbf r_3&=(-u,\tfrac12+u,\tfrac12-u), & \mathbf r_4&=(\tfrac12-u,-u,\tfrac12+u).
\end{aligned}\tag{21}
$$

With Bloch states containing the phases $e^{i\mathbf k\cdot\mathbf r}$ of the actual positions, $H_{ab}(\mathbf k)=\sum t\,e^{i\mathbf k\cdot\mathbf d}$, summed over displacements $\mathbf d$ from site $a$ to sites of type $b$. Changing $u$ while keeping the same bonds multiplies the basis states by phases $e^{i\mathbf k\cdot\boldsymbol\delta_a}$. The energies do not change. The charges do not change either, since the $\boldsymbol\delta_a$ can be reduced continuously to zero with the gap open throughout. The algebra may therefore be done at $u=0$, where the sites form a face-centred cubic lattice.

Let the hop from site 1 to site 2 be $t_a$ for $\mathbf d=(\pm\tfrac12,\tfrac12,0)$ and $t_b$ for $\mathbf d=(\pm\tfrac12,-\tfrac12,0)$, both real. The two signs of $d_x$ carry the same hop for the following reason. The screw $S_x$ exchanges sites 1 and 2 and turns $(\tfrac12,\tfrac12,0)$ into $(\tfrac12,-\tfrac12,0)$. Read backwards, this is a bond from 1 to 2 with $\mathbf d=(-\tfrac12,\tfrac12,0)$. No operation relates $t_a$ to $t_b$. With

$$
c=2(t_a+t_b),\qquad s=2(t_a-t_b),\tag{22}
$$

the sum over the four bonds is

$$
\begin{aligned}
H_{12}&=2\cos\tfrac{k_x}2\left(t_ae^{ik_y/2}+t_be^{-ik_y/2}\right)=f(k_x,k_y),\\
f(p,q)&=\cos\tfrac p2\left(c\cos\tfrac q2+is\sin\tfrac q2\right).
\end{aligned}\tag{23}
$$

The rotation $C_3$ fixes site 1, takes $2\to3\to4\to2$, and permutes the coordinates cyclically. This gives $H_{13}$ and $H_{14}$. The screw $S_x$ takes the bond $1\to4$ with $\mathbf d=(\tfrac12,0,\pm\tfrac12)$ to $2\to3$ with $(\tfrac12,0,\mp\tfrac12)$, which gives $H_{23}$. Two further uses of $C_3$ give the rest:

$$
\begin{aligned}
H_{12}&=H_{34}=f(k_x,k_y),\\
H_{13}&=H_{42}=f(k_y,k_z),\\
H_{14}&=H_{23}=f(k_z,k_x).
\end{aligned}\tag{24}
$$

The remaining off-diagonal elements are complex conjugates and the diagonal is zero.

Symmetry fixes the linear Hamiltonians at $\Gamma$ and $R$ up to one velocity each, whose sign sets a charge of magnitude two, and the Hamiltonian of a four-site model is now in place. It remains to find the two velocities in this model and to see when the charges compensate and when they do not.
